\section*{Peak Loss and Conserved Area of an Instrument-Broadened Lorentzian Line}

\section{Problem}

A light impurity in a crystal gives a weak vibrational absorption line. The line is Lorentzian with a width of $w=0.6\ \mathrm{cm^{-1}}$, and the spectrometer has a Lorentzian instrument function of width $g=1.0\ \mathrm{cm^{-1}}$. Both widths are full widths at half maximum. The peak absorption coefficient is $\alpha_0=0.25\ \mathrm{cm^{-1}}$ and the sample is $d=2$ mm thick. By what fraction is the peak reduced in the recorded spectrum, and what happens to the integrated absorption?

\section{A tempting solution}

The instrument spreads the line without removing any absorption, so the area is kept. Independent broadenings add in quadrature, which gives the recorded width
\[
\sqrt{w^2+g^2}=\sqrt{0.36+1.00}\ \mathrm{cm^{-1}}\approx 1.17\ \mathrm{cm^{-1}} .
\]
At fixed area the peak is inversely proportional to the width. The recorded peak is therefore $0.6/1.17\approx0.51$ of the true one, a reduction of about 49\,\%.

\section{Where it fails}

What adds under convolution is the variance. For Gaussians the variance is proportional to the squared width, and the quadrature rule follows. A unit-area Lorentzian of half-width $\gamma$,
\[
L_\gamma(x)=\frac{1}{\pi}\,\frac{\gamma}{x^2+\gamma^2},
\]
has no finite variance. Writing $x^2/(x^2+\gamma^2)=1-\gamma^2/(x^2+\gamma^2)$,
\[
\int_{-X}^{X}x^2L_\gamma(x)\,dx=\frac{2\gamma}{\pi}\left[X-\gamma\arctan\frac{X}{\gamma}\right],
\]
which grows without limit as $X\to\infty$. The quadrature rule has no basis here, and the recorded width must be found from the convolution itself.

There is also a gap in the first sentence of the argument. The instrument averages transmitted intensity, whereas absorption is obtained from its logarithm. Conservation of the area has to be shown, and it will turn out to need a weak line.

\section{Solution}

\subsection{What the instrument records}

Let $x$ be the wavenumber measured from the line centre, and let $\gamma=w/2$ and $G=g/2$ be the half-widths. With natural logarithms, the true absorbance is
\[
a(x)=\alpha(x)\,d=a_0\frac{\gamma^2}{x^2+\gamma^2},\qquad a_0=\alpha_0d .
\]
Reflections are left aside for now, so the transmittance is $T=e^{-a}$. If the source is flat across the line, the recorded transmittance is the average of $T$ weighted by the instrument function. Denote this average by
\[
\langle f\rangle(x)=\int_{-\infty}^{\infty}L_G(x-y)\,f(y)\,dy,\qquad \langle1\rangle=1 .
\]
For $a_0\ll1$ we have $e^{-a}=1-a+O(a_0^2)$, and the apparent absorbance is
\[
A=-\ln\langle e^{-a}\rangle=-\ln\bigl[1-\langle a\rangle+O(a_0^2)\bigr]=\langle a\rangle+O(a_0^2).
\]
To leading order the absorbance itself is convolved with the instrument function.

\subsection{The recorded profile}

For $\gamma>0$,
\[
\int_0^\infty e^{-\gamma k}\cos kx\,dk=\mathrm{Re}\,\frac{1}{\gamma-ix}=\frac{\gamma}{x^2+\gamma^2}.
\]
Dividing by $\pi$ and extending the integral to negative $k$ gives
\[
L_\gamma(x)=\frac{1}{2\pi}\int_{-\infty}^{\infty}e^{-\gamma|k|}e^{ikx}\,dk .
\]
By Fourier inversion, the transform $\int L_\gamma(x)e^{-ikx}dx$ equals $e^{-\gamma|k|}$. The transform of a convolution is the product of the transforms, as the substitution $u=x-y$ shows:
\[
\iint L_G(x-y)L_\gamma(y)e^{-ikx}\,dy\,dx=\int L_G(u)e^{-iku}du\int L_\gamma(y)e^{-iky}dy=e^{-(G+\gamma)|k|}.
\]
This is the transform of a Lorentzian of half-width $\Gamma=\gamma+G$. Half-widths add linearly, and so do full widths.

Since $a=\pi\gamma a_0L_\gamma$, the recorded line is
\begin{equation}
\langle a\rangle(x)=\pi\gamma a_0L_\Gamma(x)=a_0\,\frac{\gamma\,\Gamma}{x^2+\Gamma^2}.
\label{profile}
\end{equation}
At $x=0$ the peak is $ra_0$, with
\begin{equation}
r=\frac{\gamma}{\Gamma}=\frac{w}{w+g}=\frac{0.6}{0.6+1.0}=0.375 .
\label{ratio}
\end{equation}
The peak is reduced by 62.5\,\%, and the recorded width is $1.6\ \mathrm{cm^{-1}}$, or 0.198 meV.

The peak can be confirmed without Fourier transforms. For $G\neq\gamma$, partial fractions give
\[
\int_{-\infty}^{\infty}\frac{dy}{(y^2+G^2)(y^2+\gamma^2)}
=\frac{1}{G^2-\gamma^2}\left(\frac{\pi}{\gamma}-\frac{\pi}{G}\right)=\frac{\pi}{\gamma G(G+\gamma)} .
\]
Multiplication by $a_0G\gamma^2/\pi$, the constants in $L_G$ and $a$, yields $a_0\gamma/(G+\gamma)$, as before.

Two limits show the meaning of $r$. For $g\ll w$ the instrument resolves the line and $r\to1$. For $g\gg w$, $r\to w/g$: the recorded width is then set by the instrument, and the peak height falls inversely with $g$.

\subsection{The area}

The integrand below is non-negative, so the order of integration may be exchanged:
\[
\int\langle a\rangle(x)\,dx=\int a(y)\left[\int L_G(x-y)\,dx\right]dy=\int a(y)\,dy .
\]
The inner integral is one for every $y$. Nothing but the unit area of the instrument function was used, so the result holds for any non-negative instrument function of unit area. For the Lorentzian case it can be read from \eqref{profile}: the peak is multiplied by $r$ and the width by $1/r$.

For the given line, a Lorentzian of peak $\alpha_0$ and width $w$ has the area $\pi w\alpha_0/2$, so
\begin{align*}
\text{true:}\quad &\tfrac{\pi}{2}(0.6)(0.25)\ \mathrm{cm^{-2}}=0.2356\ \mathrm{cm^{-2}},\\
\text{recorded:}\quad &\tfrac{\pi}{2}(1.6)(0.09375)\ \mathrm{cm^{-2}}=0.2356\ \mathrm{cm^{-2}},
\end{align*}
or $2356\ \mathrm{m^{-2}}$. An impurity concentration taken to be proportional to peak height would have to be multiplied by $1/r=2.67$. One taken from the full area needs no such factor.

\section{How weak is weak?}

Keep the next order in $a_0$. The recorded transmittance is $1-u$ with $u=\langle a\rangle-\tfrac12\langle a^2\rangle+O(a_0^3)$, and $-\ln(1-u)=u+\tfrac12u^2+\dots$ gives
\begin{equation}
A=\langle a\rangle-\tfrac12\left[\langle a^2\rangle-\langle a\rangle^2\right]+O(a_0^3).
\label{second}
\end{equation}
The bracket is the variance of the absorbance within the instrument's view. It is not negative, so it lowers the recorded absorbance.

To evaluate it, start from the transform found above, in the form
\[
\int\frac{e^{-ikx}}{x^2+\gamma^2}\,dx=\frac{\pi}{\gamma}e^{-\gamma|k|},
\]
differentiate with respect to $\gamma$ and divide by $-2\gamma$:
\[
\int\frac{e^{-ikx}}{(x^2+\gamma^2)^2}\,dx=\frac{\pi}{2\gamma^3}\,(1+\gamma|k|)\,e^{-\gamma|k|}.
\]
Multiplying by $a_0^2\gamma^4$ gives the transform of $a^2$, and the instrument contributes a factor $e^{-G|k|}$. The square of \eqref{profile} is $r^2a_0^2\Gamma^4/(x^2+\Gamma^2)^2$, whose transform follows with $\Gamma$ in place of $\gamma$. Using $r\Gamma=\gamma$,
\begin{align*}
\langle a^2\rangle&\;\to\;\tfrac{\pi}{2}a_0^2\gamma\,(1+\gamma|k|)\,e^{-\Gamma|k|},\\
\langle a\rangle^2&\;\to\;\tfrac{\pi}{2}a_0^2r^2\Gamma\,(1+\Gamma|k|)\,e^{-\Gamma|k|}
=\tfrac{\pi}{2}a_0^2\gamma\,(r+\gamma|k|)\,e^{-\Gamma|k|}.
\end{align*}
The terms in $|k|$ cancel in the difference, which leaves $\tfrac{\pi}{2}a_0^2\gamma(1-r)e^{-\Gamma|k|}$. The transform of $\langle a\rangle$ is $\pi a_0\gamma e^{-\Gamma|k|}$, so the bracket in \eqref{second} equals $\tfrac12a_0(1-r)\langle a\rangle$, and
\begin{equation}
A(x)=\langle a\rangle(x)\left[1-\frac{a_0(1-r)}{4}+O(a_0^2)\right].
\label{correction}
\end{equation}
To this order the whole profile shrinks by one factor. Peak and area lose the same fraction, and the recorded shape gives no warning of the loss. The single factor is special to a Lorentzian line seen through a Lorentzian instrument function; with a Gaussian one the fractional loss varies across the profile.

Here $a_0=0.25\times0.2=0.05$, and the predicted loss is $0.05\times0.625/4=0.78\,\%$ of the weak-line value. Direct numerical convolution of the transmittance gives 0.779\,\% for the peak and 0.775\,\% for the area. The transmission dip shrinks from 4.88\,\% to 1.84\,\%.

The loss is set by the true peak absorbance $a_0$ together with $1-r$, not by the recorded absorbance. A strong but well-resolved line loses little area: about 1\,\% for $a_0=3$ and $g=w/100$. When $g\gg w$ the recorded dip may be shallow although $a_0$ is large: for $a_0=3$ and $g=10\ \mathrm{cm^{-1}}$ the dip is about 10\,\%, yet the recorded area is only 60\,\% of the true area. For $a_0=3$ at the two widths of the problem, the dip is 51\,\% and the recorded area is 69\,\% of the true area. Equation \eqref{correction} would give 53\,\%, so that line lies outside its range.

\section{Losing the area in the data treatment}

The area theorem needs the whole axis, and Lorentzian wings fall slowly. Within $\pm W$, a Lorentzian of half-width $h$ keeps the fraction
\[
\int_{-W}^{W}L_h(x)\,dx=\frac{2}{\pi}\arctan\frac{W}{h}.
\]
If a straight baseline is drawn through the curve at $x=\pm W$, a rectangle of area $2W L_h(W)$ is also removed, and the fraction left is
\[
\frac{2}{\pi}\left[\arctan\frac{W}{h}-\frac{Wh}{W^2+h^2}\right].
\]
For $W=5\ \mathrm{cm^{-1}}$ the true line ($h=0.3\ \mathrm{cm^{-1}}$) keeps 96.2\,\% with the correct baseline and 92.4\,\% with the drawn one. The recorded line ($h=0.8\ \mathrm{cm^{-1}}$) keeps 89.9\,\% and 80.0\,\%. A window more than six recorded half-widths to each side can thus cost a fifth of the area. Fitting a Lorentzian together with a free baseline avoids this loss if the recorded shape is indeed Lorentzian.

\section{Comparison with a real sample}

The chosen line width is roughly that of interstitial oxygen in silicon near liquid-helium temperature. The chosen peak stands for material low in oxygen. Czochralski-grown silicon usually contains so much more that a 2 mm sample would not be weak at this line, and the weak-line results would not apply to it. Natural silicon also shows weaker satellite lines from its heavier isotopes a few wavenumbers away; the single-line model omits them, and a wide window may include them.

The peak ratio also depends on the shape of the instrument function. A Lorentzian one corresponds to an interferogram damped exponentially, as its transform $e^{-G|k|}$ shows, and other treatments give other shapes. A Gaussian instrument function of the same full width gives a peak ratio of 0.545 instead of 0.375, with the area still conserved. Temperature matters too: near room temperature the oxygen line is roughly $30\ \mathrm{cm^{-1}}$ wide, and \eqref{ratio} then gives $r=0.97$.

Reflections inside the wafer change the absolute scale. With a rough refractive index $n=3.4$, each face reflects $R=(n-1)^2/(n+1)^2=0.30$ of the intensity. Suppose the wafer is slightly wedged, so that interference fringes average out while all internal passes still reach the detector. Summing the intensities of the successive internal passes gives
\[
T=(1-R)^2e^{-a}\left[1+R^2e^{-2a}+\dots\right]=\frac{(1-R)^2e^{-a}}{1-R^2e^{-2a}} .
\]
Dividing by the value at $a=0$, which a reference wafer free of the impurity but otherwise alike supplies if the host crystal itself does not absorb, and expanding for small $a$,
\[
-\ln\frac{T(a)}{T(0)}=a+\ln\frac{1-R^2e^{-2a}}{1-R^2}\approx a\left(1+\frac{2R^2}{1-R^2}\right)=a\,\frac{1+R^2}{1-R^2}=1.19\,a .
\]
The recorded peak and area are each 19\,\% larger than they would be without reflections, while the ratio $r$ between recorded and true peak, both taken with the same reflections, is unaffected to leading order in $a_0$. The 19\,\% is an upper limit. Silicon has lattice absorption in this region, and a background absorbance $a_b$ in both wafers replaces $R^2$ by $R^2e^{-2a_b}$ in the factor, which falls to 1.16 for $a_b=0.1$. A wedge steep enough to deflect the internal passes off the detector removes the factor altogether. With parallel faces the fringes may survive, and this estimate does not apply.

The numerical output lists the main values used here.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
true line width: 0.6 cm^-1
instrument width: 1.0 cm^-1
true peak absorption coefficient: 0.250 cm^-1
sample thickness: 2.0 mm
true peak absorbance a0: 0.0500
WEAK-LINE RESULT
peak ratio r from formula: 0.375000
peak ratio from convolution: 0.375000
peak reduction: 62.50 %
correction factor for a peak reading: 2.6667
apparent width: 1.60 cm^-1
apparent width: 0.1984 meV
apparent peak coefficient: 0.09375 cm^-1
apparent peak absorbance, weak limit: 0.01875
true integrated absorption: 0.23562 cm^-2
apparent integrated absorption: 0.23562 cm^-2
apparent integrated absorption: 2356.2 m^-2
FINITE ABSORBANCE
true transmission dip: 4.877 %
recorded transmission dip: 1.843 %
recorded peak absorbance: 0.01860
loss predicted, a0*(1-r)/4: 0.781 %
peak loss computed: 0.779 %
area loss computed: 0.775 %
strong line, peak absorbance: 3.0
strong line, recorded/true area: 0.6920
FINITE WINDOW
window half-range: 5.0 cm^-1
area kept, true line: 96.18 %
area kept, recorded line: 89.90 %
same with end baseline, true line: 92.38 %
same with end baseline, recorded line: 79.97 %
OTHER NEGLECTED EFFECTS
refractive index (rough): 3.4
reflectance of one face: 0.2975
absorbance factor from reflections: 1.1942
peak ratio, Gaussian instrument: 0.5453
area ratio, Gaussian instrument: 1.00000
warm line width (rough): 30 cm^-1
peak ratio for the warm line: 0.9677
\end{verbatim}
